**Finite nuclear mass: expansion in μ/M compared with m/M**

The program tests $E=(1-\lambda)(\varepsilon_0+\lambda\varepsilon_1+\lambda^2\varepsilon_2+\cdots)$ in hartree, where $\lambda=\mu/M=x/(1+x)$, $x=m/M$, $\mu$ is the reduced mass, $m$ the electron mass and $M$ the nuclear mass. Here $\varepsilon_0$ is the infinite-mass energy, and $\varepsilon_1,\varepsilon_2$ are the first- and second-order energies of the mass-polarization operator $\sum_{i<j}\mathbf p_i\cdot\mathbf p_j$. It asserts the centre-of-mass separation symbolically and the kinetic-energy forms against Cartesian finite differences. For H⁻, He and Li⁺ it asserts that the derived coefficients through third order agree with numerical derivatives of energies from the unscaled finite-mass Hamiltonian. It also asserts the dilation bound and the smaller second-order coefficient in $\lambda$ for these three ground states. For helium-4 the first-order error is 78 MHz with $\mu/M$ and 457 MHz with $m/M$, relative to the direct solution in the same basis. The program also prints, without asserting it, the coefficient of $x^3$ obtained by differentiating ordinary generalized eigenvalues; in the bases used here it agrees with the derived value to about $10^{-4}$ hartree for all three ions.

## Program and output

```python
"""Finite nuclear mass in a nonrelativistic Coulomb atom.
Result under test, energies in hartree, electron mass m, nuclear mass M:
  E = (1-lam)*(e0 + lam*e1 + lam^2*e2 + ...),  lam = mu/M = x/(1+x), x = m/M
e0: infinite-mass energy; e1, e2, e3: perturbation energies of the mass
polarization operator W = sum_{i<j} p_i.p_j in the scaled Hamiltonian.
Independent road: solve the UNSCALED Hamiltonian H0 + x*P^2/2, with
P = p1+p2, and differentiate its energy numerically in lam and in x.
Two-electron S states use s=r1+r2, t=r1-r2, u=r12.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy import constants as sc
from numpy.polynomial.laguerre import laggauss, lagvander


def check_centre_of_mass_separation():
    """Kinetic inverse-mass matrix for three electrons and a nucleus."""
    m, M = sp.symbols("m M", positive=True)
    total = 3 * m + M
    jac = sp.Matrix([[1, 0, 0, -1], [0, 1, 0, -1], [0, 0, 1, -1],
                     [m / total, m / total, m / total, M / total]])
    inverse_mass = jac * sp.diag(1 / m, 1 / m, 1 / m, 1 / M) * jac.T
    mu = m * M / (m + M)
    for i in range(3):
        assert sp.simplify(inverse_mass[i, i] - 1 / mu) == 0
        assert sp.simplify(inverse_mass[i, 3]) == 0
        for j in range(i):
            assert sp.simplify(inverse_mass[i, j] - 1 / M) == 0
    assert sp.simplify(inverse_mass[3, 3] - 1 / total) == 0
    assert sp.simplify(mu / m - (1 - mu / M)) == 0


def kinetic_metrics(s, t, u):
    """Quadratic forms in (d/ds, d/dt, d/du), times the volume u(s^2-t^2),
    for T = (p1^2+p2^2)/2 and for P^2/2."""
    vol = u * (s**2 - t**2)
    zero = 0 * vol
    su = s * (u**2 - t**2)
    tu = t * (s**2 - u**2)
    g_t = [[vol, zero, su], [zero, vol, tu], [su, tu, vol]]
    g_p = [[2 * u * (s**2 - u**2), zero, zero],
           [zero, 2 * u * (u**2 - t**2), zero], [zero, zero, zero]]
    return g_t, g_p


def numerical_gradient(func, point, h=1e-5):
    steps = h * np.eye(len(point))
    return np.array([(func(point + d) - func(point - d)) / (2 * h)
                     for d in steps])


def check_metrics_in_cartesian_coordinates():
    def f_stu(q):
        s, t, u = q
        return np.exp(-0.7 * s) * (1 + 0.3 * u + 0.2 * t**2 + 0.1 * s * u)

    def to_stu(c):
        r1, r2 = np.linalg.norm(c[:3]), np.linalg.norm(c[3:])
        return np.array([r1 + r2, r1 - r2, np.linalg.norm(c[:3] - c[3:])])

    c = np.array([0.7, -0.4, 0.5, -0.3, 0.9, 1.1])
    grad = numerical_gradient(lambda v: f_stu(to_stu(v)), c)
    q = to_stu(c)
    d = numerical_gradient(f_stu, q)
    vol = q[2] * (q[0]**2 - q[1]**2)
    g_t, g_p = kinetic_metrics(*q)
    assert abs(d @ np.array(g_t) @ d / vol - grad @ grad / 2) < 1e-8
    total = grad[:3] + grad[3:]
    assert abs(d @ np.array(g_p) @ d / vol - total @ total / 2) < 1e-8


def two_electron_matrices(charge, alpha, omega):
    """Overlap, T, V and P^2/2 for total polynomial degree <= omega.
    Perimetric coordinates: s-u, u+t, u-t, each from 0 to infinity."""
    q, w = laggauss(omega + 3)
    lag = lagvander(q, omega)
    dlag = lag - np.cumsum(lag, axis=1)
    i, j, k = [a.ravel() for a in np.meshgrid(*[np.arange(len(q))] * 3,
                                              indexing="ij")]
    weight = w[i] * w[j] * w[k]
    px, py, pz = q[i] / (2 * alpha), q[j] / alpha, q[k] / alpha
    u, t = (py + pz) / 2, (py - pz) / 2
    s = px + u
    fx, dfx = lag[i], (alpha * (2 * dlag - lag))[i]
    side = alpha * (dlag - lag / 2)
    fy, dfy, fz, dfz = lag[j], side[j], lag[k], side[k]
    val, ds, dt, du = [], [], [], []
    for a in range(omega + 1):
        for b in range(omega + 1 - a):
            for c in range(b, omega + 1 - a - b):
                pair = fy[:, b] * fz[:, c] + fy[:, c] * fz[:, b]
                gx = dfx[:, a] * pair
                gy = fx[:, a] * (dfy[:, b] * fz[:, c] + dfy[:, c] * fz[:, b])
                gz = fx[:, a] * (fy[:, b] * dfz[:, c] + fy[:, c] * dfz[:, b])
                val.append(fx[:, a] * pair)
                ds.append(gx)
                dt.append(gy - gz)
                du.append(gy + gz - gx)
    val = np.array(val).T
    derivs = [np.array(g).T for g in (ds, dt, du)]

    def local(density):
        return val.T @ ((weight * density)[:, None] * val)

    def gradient_form(metric):
        out = 0
        for a in range(3):
            for b in range(3):
                if np.any(metric[a][b]):
                    out = out + derivs[a].T @ (
                        (weight * metric[a][b])[:, None] * derivs[b])
        return (out + out.T) / 2

    g_t, g_p = kinetic_metrics(s, t, u)
    overlap = local(u * (s**2 - t**2))
    potential = local(-4 * charge * s * u + s**2 - t**2)
    return overlap, gradient_form(g_t), potential, gradient_form(g_p)


class TwoElectronAtom:
    """Infinite-mass eigenbasis with both finite-mass treatments."""

    def __init__(self, charge, alpha, omega):
        self.mats = two_electron_matrices(charge, alpha, omega)
        overlap, kin, pot, psq = self.mats
        self.levels, vec = eigh(kin + pot, overlap)
        ground = vec[:, 0]
        norm = ground @ overlap @ ground
        self.kin = ground @ kin @ ground / norm
        self.pot = ground @ pot @ ground / norm
        # The Rayleigh quotient removes first-order solver rounding.
        self.levels[0] = self.kin + self.pot
        self.psq = vec.T @ psq @ vec
        self.psq = (self.psq + self.psq.T) / 2
        self.polarization = vec.T @ (psq - kin) @ vec

    def scaled_coefficients(self):
        """Perturbation energies e0..e3 of the scaled Hamiltonian."""
        w, energy = self.polarization, self.levels
        amp = w[1:, 0] / (energy[0] - energy[1:])
        e1 = w[0, 0]
        e2 = amp @ w[1:, 0]
        e3 = amp @ w[1:, 1:] @ amp - e1 * (amp @ amp)
        return energy[0], e1, e2, e3

    def direct_shift(self, x):
        """Ground root of H0 + x*P^2/2 minus e0, from the exact partitioned
        eigenvalue equation; no large total energies are subtracted."""
        coupling, rest = self.psq[0, 1:], self.psq[1:, 1:]
        shift = 0.0
        for _ in range(14):
            block = np.diag(self.levels[0] + shift - self.levels[1:])
            response = np.linalg.solve(block - x * rest, coupling)
            shift = x * self.psq[0, 0] + x**2 * (coupling @ response)
        return shift

    def raw_energy(self, x):
        """Ordinary generalized diagonalization, kept as a cross-check."""
        overlap, kin, pot, psq = self.mats
        return eigh(kin + pot + x * psq, overlap, eigvals_only=True,
                    subset_by_index=[0, 0])[0]


def taylor_coefficients(func, h=0.01):
    """First, second and third Taylor coefficients at zero."""
    m3, m2, m1, z, p1, p2, p3 = [func(n * h) for n in range(-3, 4)]
    return ((m2 - 8 * m1 + 8 * p1 - p2) / (12 * h),
            (-m2 + 16 * m1 - 30 * z + 16 * p1 - p2) / (24 * h**2),
            (m3 - 8 * m2 + 13 * m1 - 13 * p1 + 8 * p2 - p3) / (48 * h**3))


def one_electron_energy(x, size=22):
    """Unscaled Z=1 ground state from a fixed radial Laguerre basis."""
    q, w = laggauss(size + 3)
    lag = lagvander(q, size - 1)
    dlag = lag - np.cumsum(lag, axis=1)
    r = (q / 2)[:, None]
    f = r * lag
    df = lag + 2 * r * dlag - r * lag
    wt = w[:, None]
    ham = (1 + x) / 2 * df.T @ (wt * df) - f.T @ (wt * f / r)
    return eigh(ham, f.T @ (wt * f), eigvals_only=True)[0]


check_centre_of_mass_separation()
check_metrics_in_cartesian_coordinates()

# One electron: the energy must be linear in lam, up to equal masses.
for ratio in (0.0, 0.1, 0.5, 1.0):
    lam = ratio / (1 + ratio)
    assert abs(one_electron_energy(ratio) + 0.5 * (1 - lam)) < 1e-9
print("One electron, Z=1, M=m (x=1, lam=0.5), energies in hartree")
print(f"  direct diagonalization    {one_electron_energy(1.0):.8f}")
print(f"  first order in mu/M       {-0.5 * (1 - 0.5):.8f}")
for order in (1, 2, 3):
    partial = -0.5 * sum((-1.0)**n for n in range(order + 1))
    print(f"  order {order} in m/M            {partial + 0.0:.8f}")

# Two electrons: derived coefficients against derivatives of direct energies.
print("Two-electron ground states, coefficients in hartree")
stored = {}
for name, charge, alpha, degree in (("H-", 1, 0.75, 13), ("He", 2, 2.0, 11),
                                    ("Li+", 3, 3.1, 11)):
    atom = TwoElectronAtom(charge, alpha, degree)
    e0, e1, e2, e3 = atom.scaled_coefficients()
    a1, a2, a3 = e1 - e0, e2 - e1, e3 - e2
    b2 = e0 - 2 * e1 + e2
    b3 = a3 - 2 * a2 + a1
    in_lam = taylor_coefficients(lambda y: atom.direct_shift(y / (1 - y)))
    in_x = taylor_coefficients(atom.direct_shift)
    raw = taylor_coefficients(atom.raw_energy)
    print(f"  {name}: e0 {e0:.6f}  e1 {e1:.6f}  e2 {e2:.5f}")
    print(f"    lam^2 coefficient: derived {a2:.5f}, direct {in_lam[1]:.5f}")
    print(f"    x^2 coefficient:   derived {b2:.5f}, direct {in_x[1]:.5f}")
    print(f"    lam^3 coefficient: derived {a3:.4f}, direct {in_lam[2]:.4f}")
    print(f"    x^3 coefficient:   derived {b3:.4f}, direct {in_x[2]:.4f},"
          f" raw eigenvalues {raw[2]:.4f}")
    print(f"    dilation bound on x^2 coefficient {-a1**2 / abs(e0):.5f}")
    # Tolerances cover basis incompleteness and finite-difference truncation.
    assert abs(2 * atom.kin + atom.pot) < 1e-5
    assert abs(atom.psq[0, 0] - a1) < 1e-5
    assert abs(in_lam[0] - a1) < 1e-5 and abs(in_x[0] - a1) < 1e-5
    assert abs(in_lam[1] - a2) < 5e-5 and abs(in_x[1] - b2) < 5e-5
    assert abs(in_lam[2] - a3) < 5e-3
    assert abs(in_x[2] - b3) < 5e-3
    # The partitioned root is the lowest root; tolerance: solver rounding.
    light = e0 + atom.direct_shift(0.1)
    assert abs(light - atom.raw_energy(0.1)) < 1e-6
    # Dilation bound and its consequence for the second-order coefficients.
    assert e1 > -abs(e0) / 2
    assert in_x[1] < -a1**2 / abs(e0)
    assert light < -e0**2 / (abs(e0) + 0.1 * a1)
    assert abs(in_lam[1]) < abs(in_x[1])
    stored[name] = (atom, (e0, e1, e2, e3), a1, a2, b2)

atom, (e0, e1, e2, e3), a1, a2, b2 = stored["He"]
small = TwoElectronAtom(2, 2.0, 9).scaled_coefficients()
assert abs(small[0] - e0) < 1e-6 and abs(small[2] - e2) < 1e-4
print("Helium basis check, hartree")
print(f"  basis functions (degree 11)  {len(atom.levels)}")
print(f"  change of e0, degree 9 to 11 {e0 - small[0]:.1e}")
print(f"  change of e1, degree 9 to 11 {e1 - small[1]:.1e}")
print(f"  change of e2, degree 9 to 11 {e2 - small[2]:.1e}")

# Helium-4 nuclear mass.
x = sc.value("electron to alpha particle mass ratio")
lam = x / (1 + x)
mhz = sc.value("hartree-hertz relationship") / 1e6
shift = atom.direct_shift(x)
second = lam * a1 + lam**2 * a2
assert abs(shift - second) < 1e-10
err_lam, err_x = lam * a1 - shift, x * a1 - shift
assert abs(err_lam) < abs(err_x)
print("Helium-4 ground-state energy shift")
print(f"  m/M  {x:.9e}")
print(f"  mu/M {lam:.9e}")
print(f"  hartree in MHz                 {mhz:.6e}")
print(f"  normal shift -lam e0           {-lam * e0 * mhz:.1f} MHz")
print(f"  specific shift lam e1          {lam * e1 * mhz:.1f} MHz")
print(f"  cross term -lam^2 e1           {-lam**2 * e1 * mhz:.2f} MHz")
print(f"  second-order term lam^2 e2     {lam**2 * e2 * mhz:.2f} MHz")
print(f"  sum through second order       {second * mhz:.1f} MHz")
print(f"  sum through second order       {second:.8e} hartree")
print(f"  direct finite-mass solution    {shift * mhz:.1f} MHz")
print(f"  first-order error using mu/M   {err_lam * mhz:.1f} MHz")
print(f"  first-order error using m/M    {err_x * mhz:.1f} MHz")

# Artificially light nucleus: truncation errors become large enough to see.
x = 0.1
lam = x / (1 + x)
shift = atom.direct_shift(x)
errors = [lam * a1 - shift, x * a1 - shift,
          lam * a1 + lam**2 * a2 - shift, x * a1 + x**2 * b2 - shift]
assert abs(errors[0]) < abs(errors[1]) and abs(errors[2]) < abs(errors[3])
print("Z=2 with artificial m/M = 0.1, energies in hartree")
print(f"  direct energy {e0 + shift:.6f}")
print(f"  first-order error:  mu/M {errors[0]:.6f}, m/M {errors[1]:.6f}")
print(f"  second-order error: mu/M {errors[2]:.6f}, m/M {errors[3]:.6f}")
print("tests ok")
```

Output:

```
One electron, Z=1, M=m (x=1, lam=0.5), energies in hartree
  direct diagonalization    -0.25000000
  first order in mu/M       -0.25000000
  order 1 in m/M            0.00000000
  order 2 in m/M            -0.50000000
  order 3 in m/M            0.00000000
Two-electron ground states, coefficients in hartree
  H-: e0 -0.527751  e1 0.032880  e2 -0.05980
    lam^2 coefficient: derived -0.09268, direct -0.09268
    x^2 coefficient:   derived -0.65331, direct -0.65331
    lam^3 coefficient: derived 0.0952, direct 0.0952
    x^3 coefficient:   derived 0.8412, direct 0.8412, raw eigenvalues 0.8412
    dilation bound on x^2 coefficient -0.59556
  He: e0 -2.903724  e1 0.159070  e2 -0.47041
    lam^2 coefficient: derived -0.62948, direct -0.62948
    x^2 coefficient:   derived -3.69227, direct -3.69227
    lam^3 coefficient: derived 0.5857, direct 0.5857
    x^3 coefficient:   derived 4.9074, direct 4.9074, raw eigenvalues 4.9074
    dilation bound on x^2 coefficient -3.23058
  Li+: e0 -7.279913  e1 0.288976  e2 -1.27738
    lam^2 coefficient: derived -1.56636, direct -1.56636
    x^2 coefficient:   derived -9.13525, direct -9.13525
    lam^3 coefficient: derived 1.4877, direct 1.4877
    x^3 coefficient:   derived 12.1893, direct 12.1892, raw eigenvalues 12.1892
    dilation bound on x^2 coefficient -7.86934
Helium basis check, hartree
  basis functions (degree 11)  203
  change of e0, degree 9 to 11 -1.0e-07
  change of e1, degree 9 to 11 -2.3e-07
  change of e2, degree 9 to 11 -6.0e-07
Helium-4 ground-state energy shift
  m/M  1.370933555e-04
  mu/M 1.370745635e-04
  hartree in MHz                 6.579684e+09
  normal shift -lam e0           2618890.2 MHz
  specific shift lam e1          143466.0 MHz
  cross term -lam^2 e1           -19.67 MHz
  second-order term lam^2 e2     -58.16 MHz
  sum through second order       2762278.4 MHz
  sum through second order       4.19819310e-04 hartree
  direct finite-mass solution    2762278.1 MHz
  first-order error using mu/M   78.1 MHz
  first-order error using m/M    456.8 MHz
Z=2 with artificial m/M = 0.1, energies in hartree
  direct energy -2.630073
  first-order error:  mu/M 0.004785, m/M 0.032628
  second-order error: mu/M -0.000418, m/M -0.004295
tests ok
```
